# Compensation-Charge Shape in the Hartree Energy: PAW versus Ultrasoft Pseudopotentials: a numerical check

```python
"""Result under test: the PAW valence Hartree energy
    E = (A|A)/2 - (C|C)/2 + (B|B)/2
does not depend on the shape of the compensation charge, only on its multipoles.
A = pseudo density + compensation charge, in all space (plane-wave grid term)
C = pseudo density inside the sphere + compensation charge (radial grid)
B = all-electron valence density inside the sphere (radial grid)
(a|b) = e^2/(4 pi eps0) * double integral of a(r) b(r') / |r-r'|
The ultrasoft functional linearizes (B|B)/2 - (C|C)/2 in the occupancies; its
error is -[(dB|dB) - (dC|dC)]/2, with d the change from the reference.
System: frozen Hartree-Fock 3s, 3p orbitals of the chloride anion; "hole" is the
number of electrons taken out of 3p_z. Lengths in nm, energies in eV.
A density is stored as its radial factors of the harmonics Y_00 and Y_20.
"""
import numpy as np
from numpy.polynomial.legendre import leggauss, legvander
from scipy import constants as const
from scipy.linalg import eigh
from scipy.special import spherical_jn
from pyscf import gto, scf

pi = np.pi
coulomb = const.e / (4 * pi * const.epsilon_0) * 1e9          # eV nm
bohr = const.physical_constants["Bohr radius"][0] * 1e9       # nm
hartree = const.physical_constants["Hartree energy in eV"][0]
rc = 0.1                                                      # sphere radius, nm
L_values = (0, 2)

# ---- all-electron orbitals and analytic Gaussian Coulomb integrals
mol = gto.M(atom="Cl 0 0 0", charge=-1, spin=0, basis="aug-cc-pvtz", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-11
mf.kernel()
assert mf.converged
fock, overlap = mf.get_fock(), mf.get_ovlp()
kinds = [s.split()[2].lstrip("0123456789") for s in mol.ao_labels()]
index = {k: [i for i, s in enumerate(kinds) if s == k]
         for k in ("s", "px", "py", "pz")}


def block_orbital(kind, number):
    idx = index[kind]
    return eigh(fock[np.ix_(idx, idx)], overlap[np.ix_(idx, idx)])[1][:, number]


def embed(kind, coefficients):
    vector = np.zeros(mol.nao)
    vector[index[kind]] = coefficients
    return vector


c3s = embed("s", block_orbital("s", 2))
p_coefficients = block_orbital("pz", 1)
c3p = {k: embed(k, p_coefficients) for k in ("px", "py", "pz")}


def density_matrix(hole):
    dm = 2 * np.outer(c3s, c3s)
    for k in c3p:
        dm += (2 - (hole if k == "pz" else 0)) * np.outer(c3p[k], c3p[k])
    return dm


def gaussian_hartree(hole):
    dm = density_matrix(hole)
    return 0.5 * np.sum(dm * mf.get_j(mol, dm, hermi=1)) * hartree


# ---- radial panels with spectral integration; panel edges at every support radius
order = 16
x, w = leggauss(order)
edges = np.concatenate(([0, 1e-4, 5e-4, 2e-3, 6e-3], 0.0125 * np.arange(1, 9),
                        rc + 0.025 * np.arange(1, 45)))
half = np.diff(edges) / 2
r = (edges[:-1, None] + half[:, None] * (x + 1)).ravel()
weight = (half[:, None] * w).ravel()
inside = (r < rc).astype(float)
P = legvander(x, order)
antiderivative = np.empty((order, order))
antiderivative[:, 0] = x + 1
for k in range(1, order):
    antiderivative[:, k] = (P[:, k + 1] - P[:, k - 1]) / (2 * k + 1)
running = antiderivative @ np.linalg.inv(P[:, :order])


def cumulative(f):
    panels = f.reshape(-1, order)
    totals = (panels @ w) * half
    start = np.concatenate(([0.0], np.cumsum(totals)[:-1]))
    return ((panels @ running.T) * half[:, None] + start[:, None]).ravel()


def interaction(a, b):
    total = 0.0
    for i, L in enumerate(L_values):
        moment_a = cumulative(a[i] * r**(L + 2))
        moment_b = cumulative(b[i] * r**(L + 2))
        integrand = r**(1.0 - L) * (a[i] * moment_b + b[i] * moment_a)
        total += 4 * pi / (2 * L + 1) * np.sum(weight * integrand)
    return coulomb * total


def self_energy(a):
    return 0.5 * interaction(a, a)


# ---- radial orbitals and their smooth partners
def radial_orbital(vector, l, radius):
    points = np.zeros((len(radius), 3))
    points[:, 2] = radius / bohr
    values = mol.eval_gto("GTOval_sph", points) @ vector
    return values * np.sqrt(4 * pi / (2 * l + 1)) / bohr**1.5


def pseudize(vector, l):
    """r^l times an even polynomial; value and two derivatives match at rc."""
    h = 0.005
    f = radial_orbital(vector, l, rc * (1 + h * np.arange(-2, 3)))
    slope = (f[0] - 8 * f[1] + 8 * f[3] - f[4]) / (12 * h)
    curvature = (-f[0] + 16 * f[1] - 30 * f[2] + 16 * f[3] - f[4]) / (12 * h * h)
    powers = np.array([l, l + 2, l + 4])
    matrix = np.array([np.ones(3), powers, powers * (powers - 1)], dtype=float)
    coef = np.linalg.solve(matrix, [f[2], slope, curvature])
    smooth = sum(c * (r / rc)**p for c, p in zip(coef, powers))
    return np.where(r < rc, smooth, radial_orbital(vector, l, r))


ae_s, ae_p = radial_orbital(c3s, 0, r), radial_orbital(c3p["pz"], 1, r)
ps_s, ps_p = pseudize(c3s, 0), pseudize(c3p["pz"], 1)


def density(rad_s, rad_p, hole):
    return np.array([(2 * rad_s**2 + (6 - hole) * rad_p**2) / np.sqrt(4 * pi),
                     -hole * rad_p**2 / np.sqrt(5 * pi)])


def shape(L, support):
    g = np.where(r < support, r**L * np.clip(1 - (r / support)**2, 0, None)**3, 0)
    return g / np.sum(weight * r**(L + 2) * g)


def compensation(difference, support, factors=(1, 1)):
    """support None returns the true augmentation charge itself."""
    if support is None:
        return difference * inside
    return np.array([factors[i] * shape(L, support)
                     * np.sum(weight * inside * r**(L + 2) * difference[i])
                     for i, L in enumerate(L_values)])


def paw_terms(hole, support, factors=(1, 1), fixed=0.0):
    ae, ps = density(ae_s, ae_p, hole), density(ps_s, ps_p, hole)
    comp = compensation(ae - ps, support, factors) + fixed
    return np.array([self_energy(ps + comp), -self_energy(ps * inside + comp),
                     self_energy(ae * inside)])


shapes = {"soft": 0.1, "medium": 0.075, "hard": 0.05, "true": None}

# ---- all-electron reference by two roads, then PAW for every shape
exact = gaussian_hartree(1)
reference = gaussian_hartree(0)
assert abs(self_energy(density(ae_s, ae_p, 1)) - exact) < 1e-5
terms = {name: paw_terms(1, s) for name, s in shapes.items()}
for name in shapes:
    assert abs(terms[name].sum() - exact) < 1e-5
assert abs(terms["soft"][0] - terms["hard"][0]) > 0.01

# a fixed smooth ionic charge of +7e in A and C must leave the cancellation intact
ion = np.array([-7 / np.sqrt(4 * pi) * shape(0, 0.075), np.zeros_like(r)])
ion_soft = paw_terms(1, 0.1, fixed=ion)
ion_hard = paw_terms(1, 0.05, fixed=ion)
assert abs(ion_soft.sum() - ion_hard.sum()) < 1e-6

# controls: wrong multipoles must spoil the energy
wrong_monopole = paw_terms(1, 0.1, factors=(0.9, 1)).sum() - exact
no_quadrupole = paw_terms(1, 0.1, factors=(1, 0)).sum() - exact
assert abs(wrong_monopole) > 0.01 and abs(no_quadrupole) > 1e-4

# a multipole-free shape change has no potential outside the sphere
delta_shape = shape(0, 0.1) - shape(0, 0.05)
outer_field_charge = cumulative(r**2 * delta_shape)[r > rc]
assert np.max(np.abs(outer_field_charge)) < 1e-10

# ---- incomplete projection: add a part that the single p projector does not see
projector = inside * (1 - (r / rc)**2) * ps_p
projector /= np.sum(weight * r**2 * projector * ps_p)
bump1 = inside * r * (1 - (r / rc)**2)**3
bump2 = bump1 * r**2
ratio = np.sum(weight * r**2 * projector * bump1) / np.sum(
    weight * r**2 * projector * bump2)
unseen = bump1 - ratio * bump2
unseen_norm = 0.01
unseen *= np.sqrt(unseen_norm / np.sum(weight * r**2 * unseen**2))
assert abs(np.sum(weight * r**2 * projector * (ps_p + unseen)) - 1) < 1e-10
ps_onsite = density(ps_s, ps_p, 1)
ps_global = density(ps_s, ps_p + unseen, 1)
ae_minus_ps = density(ae_s, ae_p, 1) - ps_onsite


def incomplete_energy(support):
    comp = compensation(ae_minus_ps, support)
    return (self_energy(ps_global + comp) - self_energy(ps_onsite * inside + comp)
            + terms["soft"][2])


incomplete_shift = incomplete_energy(0.05) - incomplete_energy(0.1)
delta = compensation(ae_minus_ps, 0.05) - compensation(ae_minus_ps, 0.1)
predicted_shift = interaction(ps_global - ps_onsite, delta)
assert abs(incomplete_shift - predicted_shift) < 1e-6
assert abs(incomplete_shift) > 1e-5


# ---- ultrasoft functional: on-site part linearized at the closed-shell reference
def ultrasoft(hole, support):
    onsite = {h: paw_terms(h, support)[1:].sum() for h in (-0.5, 0.0, 0.5)}
    return (paw_terms(hole, support)[0] + onsite[0.0]
            + hole * (onsite[0.5] - onsite[-0.5]))


d_ae = density(ae_s, ae_p, 1) - density(ae_s, ae_p, 0)
d_ps = density(ps_s, ps_p, 1) - density(ps_s, ps_p, 0)
potential = mf.get_j(mol, density_matrix(0), hermi=1)
exact_slope = -(c3p["pz"] @ potential @ c3p["pz"]) * hartree
us_error, us_half_error, us_slope = {}, {}, {}
half_exact = gaussian_hartree(0.5)
for name, s in shapes.items():
    us_error[name] = ultrasoft(1, s) - exact
    us_half_error[name] = ultrasoft(0.5, s) - half_exact
    us_slope[name] = ultrasoft(0.5, s) - ultrasoft(-0.5, s)
    d_c = d_ps * inside + compensation(d_ae - d_ps, s)
    formula = -self_energy(d_ae * inside) + self_energy(d_c)
    assert abs(us_error[name] - formula) < 2e-5
    assert abs(us_half_error[name] - us_error[name] / 4) < 2e-5
    assert abs(us_slope[name] - exact_slope) < 2e-5
assert abs(us_error["true"]) < 2e-5
assert abs(us_error["soft"] - us_error["hard"]) > 0.01

# ---- reciprocal space: independent value of (A|A)/2 and the effect of a cutoff
cutoff_energy = 400.0                                         # eV, wavefunctions
k_cut = np.sqrt(2 * const.m_e * cutoff_energy * const.e) / const.hbar * 1e-9
q_cut = 2 * k_cut                                             # density, 1/nm
q_edges = np.linspace(0, 3 * q_cut, 76)
q_half = np.diff(q_edges) / 2
q = (q_edges[:-1, None] + q_half[:, None] * (x + 1)).ravel()
q_weight = (q_half[:, None] * w).ravel()
bessel = [spherical_jn(L, np.outer(q, r)) for L in L_values]
missing = {}
for name, s in shapes.items():
    ps = density(ps_s, ps_p, 1)
    A = ps + compensation(density(ae_s, ae_p, 1) - ps, s)
    spectrum = sum((bessel[i] @ (weight * r**2 * A[i]))**2 for i in range(2))
    contribution = 4 * coulomb * q_weight * spectrum
    if name in ("soft", "medium", "hard"):
        # tolerance covers the part of the integral beyond three cutoffs
        assert abs(contribution.sum() - terms[name][0]) < 1e-4
    missing[name] = terms[name][0] - contribution[q < q_cut].sum()
assert missing["soft"] < missing["hard"] and missing["soft"] < missing["true"]

# ---- unit compensation charges on two atoms: point-like only without overlap
form_factor = bessel[0] @ (weight * r**2 * shape(0, rc))


def pair_energy(distance):
    return coulomb * 2 / pi * np.sum(
        q_weight * form_factor**2 * spherical_jn(0, q * distance))


apart, close = 0.25, 0.12
pair_apart = pair_energy(apart) - coulomb / apart
pair_close = pair_energy(close) - coulomb / close
assert abs(pair_apart) < 1e-6 and abs(pair_close) > 1e-3

# ---- output
charge_s = np.sum(weight * inside * r**2 * (ae_s**2 - ps_s**2))
charge_p = np.sum(weight * inside * r**2 * (ae_p**2 - ps_p**2))
print(f"e^2/(4 pi eps0) = {coulomb:.6f} eV nm")
print(f"sphere radius rc = {rc:.3f} nm = {rc / bohr:.4f} bohr")
print(f"missing norm of pseudo 3s = {charge_s:.5f} electrons")
print(f"missing norm of pseudo 3p = {charge_p:.5f} electrons")
print(f"compensation monopole, target = {2*charge_s + 5*charge_p:.5f} electrons")
print(f"exact-integral Hartree energy, 3s2 3p6 = {reference:.5f} eV")
print(f"exact-integral Hartree energy, 3s2 3p5 = {exact:.5f} eV")
print(f"same, target, in hartree = {exact / hartree:.6f} hartree")
for name, s in shapes.items():
    a, c, b = terms[name]
    radius = "none (true charge)" if s is None else f"{s:.3f} nm"
    print(f"[{name}] support radius: {radius}")
    print(f"  +(A|A)/2 = {a:.5f} eV, -(C|C)/2 = {c:.5f} eV")
    print(f"  +(B|B)/2 = {b:.5f} eV, PAW sum = {a + b + c:.5f} eV")
    print(f"  ultrasoft error: one hole {us_error[name]:.5f} eV, "
          f"half hole {us_half_error[name]:.5f} eV")
    print(f"  (A|A)/2 missed by the grid cutoff = {missing[name]:.3e} eV")
print(f"hard minus soft, (A|A)/2 = {terms['hard'][0] - terms['soft'][0]:.5f} eV")
print(f"hard minus soft, PAW sum = "
      f"{terms['hard'].sum() - terms['soft'].sum():.1e} eV")
print(f"hard minus soft, ultrasoft = {us_error['hard']-us_error['soft']:.5f} eV")
print(f"exact slope dE/d(hole) at reference = {exact_slope:.5f} eV")
print(f"ultrasoft slope, soft = {us_slope['soft']:.5f} eV")
print(f"ultrasoft slope, hard = {us_slope['hard']:.5f} eV")
print(f"with +7e ion, hard minus soft: (A|A)/2 {ion_hard[0]-ion_soft[0]:.5f} eV, "
      f"PAW sum {ion_hard.sum() - ion_soft.sum():.1e} eV")
print(f"PAW error, monopole 10 percent too small = {wrong_monopole:.5f} eV")
print(f"PAW error, quadrupole left out = {no_quadrupole:.5f} eV")
print(f"norm of unseen p part = {unseen_norm:.3f}")
print(f"incomplete projection, hard minus soft = {incomplete_shift:.5f} eV")
print(f"  predicted from (ps - ps_onsite | delta) = {predicted_shift:.5f} eV")
print(f"wavefunction cutoff = {cutoff_energy:.0f} eV, k = {k_cut:.3f} 1/nm")
print(f"density cutoff wavevector = {q_cut:.3f} 1/nm")
print(f"unit pair at {apart:.2f} nm minus point value = {pair_apart:.1e} eV")
print(f"unit pair at {close:.2f} nm minus point value = {pair_close:.5f} eV")
print("finished without a failed check")
```

Output:

```
e^2/(4 pi eps0) = 1.439965 eV nm
sphere radius rc = 0.100 nm = 1.8897 bohr
missing norm of pseudo 3s = -0.11989 electrons
missing norm of pseudo 3p = 0.08230 electrons
compensation monopole, target = 0.17172 electrons
exact-integral Hartree energy, 3s2 3p6 = 416.01821 eV
exact-integral Hartree energy, 3s2 3p5 = 321.50939 eV
same, target, in hartree = 11.815252 hartree
[soft] support radius: 0.100 nm
  +(A|A)/2 = 323.25723 eV, -(C|C)/2 = -156.92957 eV
  +(B|B)/2 = 155.18173 eV, PAW sum = 321.50939 eV
  ultrasoft error: one hole 0.00506 eV, half hole 0.00127 eV
  (A|A)/2 missed by the grid cutoff = 8.049e-08 eV
[medium] support radius: 0.075 nm
  +(A|A)/2 = 324.23086 eV, -(C|C)/2 = -157.90320 eV
  +(B|B)/2 = 155.18173 eV, PAW sum = 321.50939 eV
  ultrasoft error: one hole 0.10005 eV, half hole 0.02501 eV
  (A|A)/2 missed by the grid cutoff = 1.741e-06 eV
[hard] support radius: 0.050 nm
  +(A|A)/2 = 325.21865 eV, -(C|C)/2 = -158.89099 eV
  +(B|B)/2 = 155.18173 eV, PAW sum = 321.50939 eV
  ultrasoft error: one hole 0.32894 eV, half hole 0.08223 eV
  (A|A)/2 missed by the grid cutoff = 2.232e-04 eV
[true] support radius: none (true charge)
  +(A|A)/2 = 321.50939 eV, -(C|C)/2 = -155.18173 eV
  +(B|B)/2 = 155.18173 eV, PAW sum = 321.50939 eV
  ultrasoft error: one hole -0.00000 eV, half hole -0.00000 eV
  (A|A)/2 missed by the grid cutoff = 7.022e-03 eV
hard minus soft, (A|A)/2 = 1.96142 eV
hard minus soft, PAW sum = -5.7e-14 eV
hard minus soft, ultrasoft = 0.32388 eV
exact slope dE/d(hole) at reference = -101.14266 eV
ultrasoft slope, soft = -101.14266 eV
ultrasoft slope, hard = -101.14266 eV
with +7e ion, hard minus soft: (A|A)/2 -11.55359 eV, PAW sum 5.7e-14 eV
PAW error, monopole 10 percent too small = -0.53313 eV
PAW error, quadrupole left out = -0.01256 eV
norm of unseen p part = 0.010
incomplete projection, hard minus soft = -0.19941 eV
  predicted from (ps - ps_onsite | delta) = -0.19941 eV
wavefunction cutoff = 400 eV, k = 102.463 1/nm
density cutoff wavevector = 204.927 1/nm
unit pair at 0.25 nm minus point value = 2.4e-14 eV
unit pair at 0.12 nm minus point value = -0.03167 eV
finished without a failed check
```
